**Localized pseudopotential near a trial node: pole and branching weights**

The program studies \(V_L=(V_{\rm NL}\Psi_T)/\Psi_T\) for two same-spin electrons in a harmonic well with a nonlocal s channel, where \(s\) is the signed distance to the node and \(\kappa\) is the coefficient of the pole \(\kappa/s\). It asserts that the closed form of \(V_L\) agrees with angular quadrature, that the pole law holds with and without a correlation factor, and that the rest of the local energy stays regular at the node. It also asserts the absence of a pole at an equal-radius node point and the change of attractive side under electron exchange. Sampling tests cover the mean of \(V_L\) and its inverse-cube tail probability. Further tests cover the small-cutoff growth of the frozen-weight integral, the lowest energy \(-\kappa^2/2\) of the attractive pole, and the first-order continuous-time weight at weak coupling. At the reference node point the output gives \(\kappa=0.870\) hartree bohr, with \(V_L=874\) and \(-866\) hartree at 0.001 bohr on the two sides. For a time step of 0.05 hartree⁻¹ and a start at that distance on the attractive side, the leading pole gives a frozen weight of \(7.9\times10^{18}\) and a continuous-time weight of 1.37.

## Program and output

```python
"""Localized nonlocal potential near a trial node, and DMC branching.

Result under test: V_L = (V_NL Psi)/Psi behaves as kappa/s at signed distance
s from a regular node point, kappa = (V_NL Psi)/|grad Psi| on the node.
On the attractive side a branching factor frozen over a time step tau,
exp(tau*|kappa|/s), has infinite mean under the density Psi^2 ~ s^2, whereas
continuous-time propagation gives a finite weight.
Model: two same-spin electrons, harmonic well omega, nonlocal s channel
v(r) = v0*exp(-r^2/a^2), Psi = (z2-z1)*exp(-omega*(r1^2+r2^2)/2).
Hartree atomic units throughout.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded

omega, v0, a, tau = 1.0, 5.0, 1.0, 0.05
rng = np.random.default_rng(12345)


def channel(r_squared):
    return v0 * np.exp(-r_squared / a**2)


def trial(r1, r2, b=0.0):
    """Trial function; b is the strength of an optional correlation factor."""
    r12 = np.sqrt(np.sum((r1 - r2)**2, axis=-1))
    gauss = np.exp(-0.5 * omega * (np.sum(r1**2, axis=-1)
                                   + np.sum(r2**2, axis=-1)))
    return (r2[..., 2] - r1[..., 2]) * gauss * np.exp(b * r12 / (1 + r12))


# Product quadrature for the average over the unit sphere
cosines, cos_weights = np.polynomial.legendre.leggauss(32)
angles = 2 * np.pi * np.arange(64) / 64
ct, ph = np.meshgrid(cosines, angles, indexing="ij")
st = np.sqrt(1 - ct**2)
directions = np.stack([st*np.cos(ph), st*np.sin(ph), ct], axis=-1).reshape(-1, 3)
sphere_weights = np.repeat(cos_weights / 2, 64) / 64


def nonlocal_on_trial(R, b=0.0):
    """Apply the s-channel projector of each electron by quadrature."""
    r1, r2 = R[:3], R[3:]
    q1, q2 = r1 @ r1, r2 @ r2
    avg1 = sphere_weights @ trial(np.sqrt(q1) * directions, r2, b)
    avg2 = sphere_weights @ trial(r1, np.sqrt(q2) * directions, b)
    return channel(q1) * avg1 + channel(q2) * avg2


def localized_quadrature(R, b=0.0):
    return nonlocal_on_trial(R, b) / trial(R[:3], R[3:], b)


def localized_formula(q1, z1, q2, z2):
    return (channel(q1) * z2 - channel(q2) * z1) / (z2 - z1)


def gradient(R, b=0.0, step=1e-4):
    result = np.zeros(6)
    for i in range(6):
        e = np.zeros(6)
        e[i] = step
        plus, minus = R + e, R - e
        result[i] = (trial(plus[:3], plus[3:], b)
                     - trial(minus[:3], minus[3:], b)) / (2 * step)
    return result


# Closed form against the definition at random configurations
for R in rng.normal(size=(10, 6)):
    expected = localized_quadrature(R)
    got = localized_formula(R[:3] @ R[:3], R[2], R[3:] @ R[3:], R[5])
    assert abs(got - expected) < 1e-8 * (1 + abs(expected))

# Pole law, also with a correlation factor that has no closed-form projection
node = np.array([0.0, 0.0, 0.5, 1.0, 0.0, 0.5])
for b in (0.0, 0.5):
    grad = gradient(node, b)
    size = np.linalg.norm(grad)
    pole = nonlocal_on_trial(node, b) / size
    s = 1e-4
    v_plus = localized_quadrature(node + s * grad / size, b)
    v_minus = localized_quadrature(node - s * grad / size, b)
    assert v_plus * v_minus < 0
    assert abs(0.5 * s * (v_plus - v_minus) / pole - 1) < 1e-5
    if b > 0:
        kappa_correlated = pole

normal = np.array([0, 0, -1, 0, 0, 1]) / np.sqrt(2)
q1, q2 = node[:3] @ node[:3], node[3:] @ node[3:]
kappa = node[2] * (channel(q1) - channel(q2)) / np.sqrt(2)
kappa_definition = nonlocal_on_trial(node) / np.linalg.norm(gradient(node))
assert abs(kappa / kappa_definition - 1) < 1e-6

# Exchanged node point: the attractive side lies in the other pocket
swapped = np.concatenate([node[3:], node[:3]])
assert localized_quadrature(node - 1e-3 * normal) < 0
assert localized_quadrature(swapped + 1e-3 * normal) < 0

# Exceptional node point with equal radii: finite and continuous
equal = np.array([1.0, 0.0, 0.5, 0.0, 1.0, 0.5])
equal_plus = localized_quadrature(equal + 1e-4 * normal)
equal_minus = localized_quadrature(equal - 1e-4 * normal)
assert abs(equal_plus - equal_minus) < 1e-2 and abs(equal_plus) < 2 * v0


# Remaining local energy is regular at the node
def local_part_energy(R, step=1e-3):
    centre = trial(R[:3], R[3:])
    laplacian = 0.0
    for i in range(6):
        e = np.zeros(6)
        e[i] = step
        p, m = R + e, R - e
        laplacian += (trial(p[:3], p[3:]) + trial(m[:3], m[3:])
                      - 2 * centre) / step**2
    return -0.5 * laplacian / centre + 0.5 * omega**2 * (R @ R)


rest_plus = local_part_energy(node + 0.01 * normal)
rest_minus = local_part_energy(node - 0.01 * normal)
assert max(abs(rest_plus - 4*omega), abs(rest_minus - 4*omega)) < 2e-3


# Statistics of V_L under Psi^2
def transverse_samples(n):
    sigma = np.sqrt(0.5 / omega)
    rho1 = np.sum(rng.normal(scale=sigma, size=(2, n))**2, axis=0)
    rho2 = np.sum(rng.normal(scale=sigma, size=(2, n))**2, axis=0)
    return rho1, rho2, rng.normal(scale=sigma, size=n)


def potential_from_distance(rho1, rho2, centre, d):
    z1, z2 = (centre - d) / np.sqrt(2), (centre + d) / np.sqrt(2)
    return localized_formula(rho1 + z1**2, z1, rho2 + z2**2, z2)


n_samples = 2_000_000
rho1, rho2, centre = transverse_samples(n_samples)
d = np.sqrt(rng.gamma(1.5, size=n_samples) / omega)
d *= rng.choice([-1.0, 1.0], size=n_samples)
values = potential_from_distance(rho1, rho2, centre, d)
mean_sampled, spread = values.mean(), values.std()
mean_exact = v0 * (omega / (omega + 1 / a**2))**1.5
standard_error = spread / np.sqrt(n_samples)
assert abs(mean_sampled - mean_exact) < 5 * standard_error

# Tail constant from node data alone
rho1, rho2, centre = transverse_samples(n_samples)
z0 = centre / np.sqrt(2)
poles = z0 * (channel(rho1 + z0**2) - channel(rho2 + z0**2)) / np.sqrt(2)
tail_constant = (2 * omega**1.5 / (3 * np.sqrt(np.pi))
                 * np.mean(np.abs(poles)**3))


def tail_probability(level):
    """P(-V_L > level) from the full potential, sampling a slab at the node."""
    width = 5 / level
    t1, t2, c = transverse_samples(n_samples)
    x = rng.uniform(-width, width, n_samples)
    density = 2 * omega**1.5 / np.sqrt(np.pi) * x**2 * np.exp(-omega * x**2)
    hit = potential_from_distance(t1, t2, c, x) < -level
    return 2 * width * np.mean(density * hit)


far_level = 3000.0
far_ratio = tail_probability(far_level) * far_level**3 / tail_constant
assert abs(far_ratio - 1) < 0.04  # sampling noise is about one per cent
thresholds = (10.0, 1e6)
levels = [np.log(W) / tau - mean_exact for W in thresholds]
tails = [tail_probability(level) for level in levels]
assert abs(tails[1] * levels[1]**3 / tail_constant - 1) < 0.10


# Mean frozen factor on 0 < s < s_max, excluding s < cutoff
def scaled_integral(cutoff, s_max, strength):
    """Integral of s^2 exp(strength/s), divided by exp(strength/cutoff)."""
    top = 1 / cutoff
    return quad(lambda u: u**-4 * np.exp(strength * (u - top)),
                1 / s_max, top, epsabs=0, epsrel=1e-9, limit=500)[0]


strength = tau * kappa
x = 200.0
small = strength / x
leading = small**4 / strength
ratio = scaled_integral(small, 0.1, strength) / leading
assert abs(ratio - (1 + 4 / x + 20 / x**2)) < 1e-4
s_max = 0.1
cutoffs = (1e-2, 3e-3, 1e-3)
cut_means = [3 / s_max**3 * scaled_integral(e, s_max, strength)
             * np.exp(strength / e) for e in cutoffs]
assert cut_means[0] < cut_means[1] < cut_means[2]

# The attractive pole with a hard wall at s=0 has a finite lowest energy
n_grid = 4000
h = 25 / kappa / (n_grid + 1)
grid = h * np.arange(1, n_grid + 1)
lowest = eigh_tridiagonal(1 / h**2 - kappa / grid,
                          np.full(n_grid - 1, -0.5 / h**2),
                          select="i", select_range=(0, 0))[0][0]
assert abs(lowest / (-0.5 * kappa**2) - 1) < 1e-3


def continuous_weights(c, starts):
    """Mean weight after tau for drift 1/s and potential -c/s."""
    step = 0.0005
    s_grid = step * np.arange(1, 4000)
    u = s_grid.copy()
    times = tau * np.linspace(0, 1, 1001)**2
    for dt in np.diff(times):
        bands = np.empty((3, len(u)))
        bands[0] = bands[2] = -0.5 * dt / step**2
        bands[1] = 1 + dt * (1 / step**2 - c / s_grid)
        u = solve_banded((1, 1), bands, u)
    return [u[round(s0 / step) - 1] / s0 for s0 in starts]


distances = (0.1, 0.01, 0.001)
true_weights = continuous_weights(kappa, distances)
frozen_weights = [np.exp(tau * kappa / s0) for s0 in distances]
first_order = 1 + 2 * kappa * np.sqrt(2 * tau / np.pi)
weak = kappa / 100
weak_gain = continuous_weights(weak, (0.001,))[0] - 1
assert abs(weak_gain / (2 * weak * np.sqrt(2 * tau / np.pi)) - 1) < 0.015
assert max(true_weights) < 2 and frozen_weights[-1] > 1e10

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"omega = {omega:.1f} hartree, v0 = {v0:.1f} hartree, a = {a:.1f} bohr")
print(f"time step tau = {tau:.2f} hartree^-1")
print("node point r1 =", node[:3], "bohr, r2 =", node[3:], "bohr")
print(f"v(r1) = {channel(q1):.5f} hartree, v(r2) = {channel(q2):.5f} hartree")
print(f"kappa from formula = {kappa:.6f} hartree bohr")
print(f"kappa from quadrature = {kappa_definition:.6f} hartree bohr")
print(f"kappa converted = {kappa*hartree_ev*bohr_angstrom:.4f} eV angstrom")
print(f"kappa with correlation factor b=0.5: {kappa_correlated:.6f} hartree bohr")
for s0 in distances:
    vp = localized_quadrature(node + s0 * normal)
    vm = localized_quadrature(node - s0 * normal)
    print(f"s = {s0:.3f} bohr: V_L(+s) = {vp:.4f}, V_L(-s) = {vm:.4f}, "
          f"kappa/s = {kappa/s0:.4f} hartree")
print(f"equal-radius node point: V_L(+0.0001 bohr) = {equal_plus:.5f}, "
      f"V_L(-0.0001 bohr) = {equal_minus:.5f} hartree")
print(f"E_L - V_L at s = +0.01, -0.01 bohr: {rest_plus:.4f}, "
      f"{rest_minus:.4f} hartree")
print(f"mean V_L: exact {mean_exact:.5f}, sampled {mean_sampled:.4f} "
      f"+- {standard_error:.4f} hartree")
print(f"standard deviation of V_L = {spread:.3f} hartree")
print(f"tail constant C = {tail_constant:.4f} hartree^3")
print(f"tail ratio P*L^3/C at L = {far_level:.0f} hartree: {far_ratio:.3f}")
for W, level, p in zip(thresholds, levels, tails):
    print(f"factor > {W:.0e}: L = {level:.2f} hartree, P = {p:.2e}, "
          f"C/L^3 = {tail_constant/level**3:.2e}, "
          f"events in 1e9 walker steps = {1e9*p:.2g}")
for e, m in zip(cutoffs, cut_means):
    print(f"mean frozen factor, 0<s<{s_max} bohr, cutoff {e:.3f} bohr: {m:.4g}")
print(f"lowest energy of attractive pole: numerical {lowest:.5f}, "
      f"-kappa^2/2 = {-0.5*kappa**2:.5f} hartree")
for s0, fw, tw in zip(distances, frozen_weights, true_weights):
    print(f"start s = {s0:.3f} bohr: frozen weight {fw:.4g}, "
          f"continuous-time weight {tw:.4f}")
print(f"first-order continuous-time weight from the node = {first_order:.4f}")
print("tests ok")
```

Output:

```
omega = 1.0 hartree, v0 = 5.0 hartree, a = 1.0 bohr
time step tau = 0.05 hartree^-1
node point r1 = [0.  0.  0.5] bohr, r2 = [1.  0.  0.5] bohr
v(r1) = 3.89400 hartree, v(r2) = 1.43252 hartree
kappa from formula = 0.870265 hartree bohr
kappa from quadrature = 0.870265 hartree bohr
kappa converted = 12.5315 eV angstrom
kappa with correlation factor b=0.5: 0.877276 hartree bohr
s = 0.100 bohr: V_L(+s) = 12.7503, V_L(-s) = -4.7849, kappa/s = 8.7026 hartree
s = 0.010 bohr: V_L(+s) = 91.0278, V_L(-s) = -83.0382, kappa/s = 87.0265 hartree
s = 0.001 bohr: V_L(+s) = 874.2601, V_L(-s) = -866.2703, kappa/s = 870.2646 hartree
equal-radius node point: V_L(+0.0001 bohr) = 2.14879, V_L(-0.0001 bohr) = 2.14879 hartree
E_L - V_L at s = +0.01, -0.01 bohr: 4.0000, 4.0000 hartree
mean V_L: exact 1.76777, sampled 1.7682 +- 0.0009 hartree
standard deviation of V_L = 1.300 hartree
tail constant C = 0.0531 hartree^3
tail ratio P*L^3/C at L = 3000 hartree: 1.000
factor > 1e+01: L = 44.28 hartree, P = 5.03e-07, C/L^3 = 6.11e-07, events in 1e9 walker steps = 5e+02
factor > 1e+06: L = 274.54 hartree, P = 2.50e-09, C/L^3 = 2.57e-09, events in 1e9 walker steps = 2.5
mean frozen factor, 0<s<0.1 bohr, cutoff 0.010 bohr: 2.072
mean frozen factor, 0<s<0.1 bohr, cutoff 0.003 bohr: 18.25
mean frozen factor, 0<s<0.1 bohr, cutoff 0.001 bohr: 6.013e+11
lowest energy of attractive pole: numerical -0.37868, -kappa^2/2 = -0.37868 hartree
start s = 0.100 bohr: frozen weight 1.545, continuous-time weight 1.2680
start s = 0.010 bohr: frozen weight 77.58, continuous-time weight 1.3584
start s = 0.001 bohr: frozen weight 7.899e+18, continuous-time weight 1.3689
first-order continuous-time weight from the node = 1.3105
tests ok
```
